Strain derivative of an adatom hopping barrier from elastic dipoles, part 2

An adatom hops on an fcc(100) surface under small in-plane strain ε_ab. We ask how the barrier E_b, saddle energy minus initial energy, changes. Atoms sit at R = (1 + ε)u, so fixed u means uniform deformation; η is the size of a chosen strain pattern. Energies are in eV, lengths in nm. With E the energy including the adatom and E_clean that of the relaxed surface without it, the elastic dipole is

P_ab = −∂(E − E_clean)/∂ε_ab at ε = 0.

For relaxed configurations, the dipole rule is

∂E_b/∂ε_ab = P_ab(initial) − P_ab(saddle).

A shear pattern ε_xy = ε_yx = η counts both entries. Relaxation first enters the curvature,

d²E/dη² = E_ηη − E_ηu H⁻¹ E_uη,

where subscripts are partial derivatives and H is the matrix of second derivatives in u. Stable modes can only lower the curvature; an unstable mode contributes with the opposite sign.

Dipoles are computed from bond sums. In a simple picture, an adatom pulled down between two supporting atoms pushes them apart, giving positive P along their line.

The model energy is

E = Σ_i [Σ_j A e^(−p(r_ij/r₀−1)) − √ρ_i],
ρ_i = Σ_j ξ² e^(−2q(r_ij/r₀−1)),

with r_ij the distance between atoms i and j, A = 0.10 eV, ξ = 1.20 eV, p = 11, q = 3 and r₀ = 0.29 nm. Both exponentials are cut off smoothly between 0.43 and 0.50 nm.

The slab has five layers of 4 × 4 atoms, plus one adatom, in a cell fixed by the bulk spacing. Both x and y run along close-packed rows. The adatom hops along x from a fourfold hollow over a bridge of two surface atoms that are neighbours along y. At zero strain the barrier is 0.433 eV, and the dipoles, in eV, are:

hollow: P_xx = 1.020, P_yy = 1.020
bridge: P_xx = −0.505, P_yy = 0.693

Their shear components vanish.

### The slope and its test

With the dipoles inserted, and the last digit taken before rounding,

∂E_b/∂ε_xx = 1.0203 − (−0.5052) = 1.526 eV,
∂E_b/∂ε_yy = 1.0203 − 0.6931 = 0.327 eV.

An independent test uses no dipoles. The slab is strained by +10⁻⁴ and −10⁻⁴, both configurations are relaxed again, and the difference of the barriers is divided by 2 × 10⁻⁴. The result is 1.526 eV for strain along x and 0.327 eV for strain along y. The shear slope is zero in both calculations.

For equal strain along x and y the slope is

1.526 + 0.327 = 1.853 eV,

or 18.5 meV for each 1% of biaxial strain. In this model tension slows the hop and compression speeds it up.

The difference between x and y matters under uniaxial strain. Let ε_xx = 1% and hold ε_yy at zero. The barrier for a hop along x rises by 15.3 meV. For a hop along y, the fourfold symmetry of the unstrained surface exchanges the two slopes, and the rise is 3.3 meV. At 300 K, where kT = 25.85 meV, the ratio of the two Boltzmann factors is exp(−12.0/25.85) = 0.63. To first order, and with equal attempt frequencies, the adatom then moves more readily across the stretched direction than along it.

The positive P_yy at the bridge has the same sign as the dipole of an adatom pulled down between two supporting atoms. This agreement does not identify its cause. The other adatom bonds and the altered bonds within the slab also contribute, and the simple picture leaves them out.

### A saddle that slides

At the symmetric bridge the saddle cannot move along x under normal strain, because a mirror plane holds it there. A stricter test removes the mirror. One surface atom at a corner of the initial hollow is replaced by an oversized solute with size misfit 0.08. In this model each solute–host bond has its r₀ enlarged by half the misfit, or 4%.

The barrier for leaving that hollow, away from the solute, is 0.374 eV. Its saddle lies 0.00552 nm beyond the midpoint of the two bridge atoms. Under 1% biaxial tension this offset becomes 0.00528 nm in the unstrained frame. A uniform deformation would leave it unchanged, so the adatom has moved along x relative to the bridge atoms as well as being carried by the strain. About a third of this change is motion along the unstable mode; the rest comes from stable modes.

The dipole rule gives slopes of 1.503 eV for ε_xx, 0.195 eV for ε_yy and 0.590 eV for the shear pattern ε_xy = ε_yx. The fully relaxed barriers give the same three values to the digits shown. The motion of the saddle does not spoil the first-order result. The shear slope is now allowed because the solute has broken the mirror symmetry; it already contains both off-diagonal entries.

Stationarity cannot be dispensed with. The pure slab was also evaluated at its unrelaxed starting positions: bulk sites for the slab, with the adatom placed at 0.206 nm above the top plane for the hollow and 0.233 nm for the bridge. The relaxed heights, measured from the same ideal plane with the mean height of all atoms kept at its starting value, are 0.177 and 0.210 nm; above the mean of the relaxed top layer they are 0.181 and 0.215 nm. The bond sums at the unrelaxed positions differ by 0.134 eV for biaxial strain, against the correct 1.853 eV. These positions carry forces, so the derivative at fixed u is not the slope of a relaxed energy, and it depends on how the atoms are carried along with the strain.

### How far the straight line reaches

For biaxial strain, holding all u fixed gives the barrier a curvature of −33.6 eV. Including relaxation gives +17.9 eV, and second differences of fully relaxed barriers also give 17.9 eV. Relaxation leaves the slope alone but, in these coordinates, reverses the sign of the curvature. The value at fixed u depends on how the atoms are carried along; if their heights were scaled with the strain, it would be different. Only the relaxed curvature is independent of that choice.

Symmetry narrows down the cause. Biaxial strain is even under the mirror through the bridge, while the unstable hopping motion along x is odd. Their coupling in E_ηu vanishes. The relaxation at this saddle therefore takes place in stable modes and lowers its curvature, as it does at the hollow. Since the difference saddle minus hollow rises by 17.87 + 33.56 = 51.4 eV, the hollow must be lowered by that much more than the bridge.

At +1% strain the linear barrier is

0.4328 + 1.8528 × 0.01 = 0.4513 eV.

The quadratic term adds (1/2) × 17.87 × 10⁻⁴ = 0.0009 eV, giving 0.4522 eV. The fully relaxed barrier is 0.4524 eV. At −1% the linear, quadratic and relaxed values are 0.4143, 0.4152 and 0.4150 eV.

The quadratic term reaches one tenth of the linear one when (1/2) × 17.87η = 0.1 × 1.853, or η = 2.1%. This measures the first correction only. Under tension the higher terms add to it, and the fully relaxed barrier departs from the straight line by a tenth of the linear term already near 1.5%.

With the attempt frequency held fixed, the hop rate at 300 K and +1% strain is multiplied by

exp[−(0.4524 − 0.4328)/0.02585] = 0.47.

At −1% the factor is 1.99. A barrier change of less than 5% thus alters the rate by about a factor of two, because the change is comparable with kT.

### What temperature adds

The theorem concerns the potential-energy barrier. A rate also contains an attempt frequency, which can depend on strain. In classical harmonic transition-state theory the rate is the thermal flux through the saddle divided by the population of the initial well. Recrossing is neglected.

For equal atomic masses m, the mean one-way flux factor is √(kT/(2πm)). Each stable direction with force constant λ contributes a Gaussian integral √(2πkT/λ). The well has one more such direction than the saddle. After the common factors cancel,

rate = ν exp(−E_b/kT),
ν = (1/(2π√m)) √(Πλ_initial/Πλ_saddle),

where the saddle product contains its positive eigenvalues and translations are omitted from both products. For a mass of 108 u this gives ν = 3.7 THz. In this cell its logarithm changes with biaxial strain at a rate of about 3.3. The value is sensitive to the width of the cell: with 6 × 6 atoms per layer it is 2.4 for five layers and 2.8 for six, so it fixes only the rough size of the thermal term.

Write the rate as a constant frequency times exp(−F_b/kT). Then F_b = E_b − kT ln ν up to a constant, and its strain derivative at 300 K is

1.853 − 0.02585 × 3.3 = 1.77 eV.

The thermal term is about −0.09 eV, or 5% of the potential-energy slope in size. At +1% strain this slope alone would raise the attempt frequency by about 3%; evaluated in the strained, relaxed configurations it rises by 4%, so the rate factor of 0.47 becomes about 0.49. Anharmonic motion is left out of this estimate.

Tunnelling is weaker still. For a parabolic barrier of unstable frequency ω, the quantum transmission at energy W above its top is 1/[1 + exp(−2πW/ħω)]. Its thermal average, relative to classical passage, is x/sin x with x = ħω/(2kT). This expression diverges at x = π, which defines the crossover temperature ħω/(2πk). Here it is 9.0 K. At 300 K, x = π × 9.0/300 = 0.094, and the correction x/sin x is about 1 + x²/6 = 1.0015. This counts only motion through the barrier. The stable vibrations have a quantum correction of their own, which is left out here and need not be smaller.

### When another mechanism takes over

The dipole rule follows one chosen saddle. On this surface there is a possible competitor: the adatom pushes into the top layer while a surface atom rises out of it. At the saddle of this exchange the two atoms share one surface site, lined up along the diagonal between x and y. The configuration has one unstable mode and lies 0.761 eV above the hollow at zero strain. The path down from it has not been followed here. If that path passes through an intermediate minimum, a further saddle may also limit the exchange. Below, "exchange barrier" means the height of this one saddle above the hollow.

Its dipole is P_xx = P_yy = 5.359 eV and P_xy = −1.433 eV. The slope of the exchange barrier for biaxial strain is

2 × (1.0203 − 5.3585) = −8.676 eV.

For shear it is 2 × [0 − (−1.4327)] = 2.865 eV. Relaxed energies reproduce the normal and shear slopes. The sign is opposite to that of the hop: tension lowers the exchange barrier. The bond contributions have not been separated here, so the size of this dipole is reported without an explanation.

Setting the two linear barriers equal gives

η = (0.7612 − 0.4328)/(1.8528 + 8.6763) = 3.1%.

This is an extrapolation. It leaves out the curvature of the exchange barrier and any difference in attempt frequency. At 1% the linear exchange barrier, 0.674 eV, still lies well above the relaxed hop barrier of 0.452 eV. If this saddle controls the exchange and the attempt frequencies are equal, its rate at 300 K is smaller by a factor exp(−0.222/0.02585), about 2 × 10⁻⁴. Near a crossing, the lower of the two barriers has a kink, and the total escape rate must include both mechanisms.

### The model beside a real surface

The parameters lie roughly in the regime of silver. The model has a lattice constant of 0.412 nm, a cohesive energy of 3.04 eV per atom and a bulk modulus of 105 GPa; rough values for silver are 0.41 nm, 3 eV and 100 GPa. Its hop barrier is also near the rough 0.4 eV associated with silver adatoms on the (100) face. This does not validate the dipoles, which depend on surface bonding that bulk properties do not fix. The potential has no explicit electrons, and its error in the strain slope is not determined here. Real films also have steps, impurities and nonuniform strain, which break the assumption of one clean, uniformly strained site. The solute example shows one such effect: the biaxial slope changes from 1.853 to 1.503 + 0.195 = 1.698 eV, or by −8%, and the barrier itself falls by 0.059 eV. That shift belongs to this solute and this position.

The finite cell has a smaller effect. With 6 × 6 atoms per layer and six layers, the barrier is 0.434 eV and the biaxial slope is 1.900 eV. The slope is 2.5% above that of the smaller cell. Width and thickness were changed together, so this comparison does not separate their effects, nor does it prove convergence. It supports quoting the slope of this model as about 1.9 eV, or 19 meV per 1% biaxial strain. The agreement to more digits between dipoles and relaxed energies tests the theorem within one cell, not the accuracy of the surface model. The full set of values is in the numerical output.

Computed values

```
Potential: A = 0.10 eV, xi = 1.20 eV, p = 11, q = 3
Potential: r0 = 0.29 nm, cutoff from 0.43 to 0.50 nm
Bulk neighbour distance = 0.29100 nm, lattice constant = 0.41154 nm
Bulk energy per atom = -3.037 eV, bulk modulus = 105 GPa
Slab: 4 x 4 atoms per layer, 5 layers, plus one adatom
x = hop direction, y = across it, both along close-packed rows
Clean slab dE/dstrain: xx = 15.868 eV, yy = 15.868 eV
Dipole P, hollow: xx = 1.0203, yy = 1.0203, xy = -0.0000 eV; negative modes = 0
Dipole P, bridge: xx = -0.5052, yy = 0.6931, xy = -0.0000 eV; negative modes = 1
Dipole P, exchange: xx = 5.3585, yy = 5.3585, xy = -1.4327 eV; negative modes = 1
Largest |P_zz| of the three = 6.8e-12 eV
Adatom height above ideal top layer: hollow 0.1766, bridge 0.2104 nm
Hop barrier at zero strain = 0.4328 eV
Hop, dipole rule, modes xx, yy, xy: 1.5256, 0.3272, 0.0000 eV
Hop, relaxed energies, same modes: 1.5256, 0.3272, -0.0000 eV
Exchange, dipole rule, modes xx, yy, xy: -4.3381, -4.3381, 2.8654 eV
Exchange, relaxed energies, same modes: -4.3381, -4.3381, 2.8654 eV
Hop by solute, dipole rule, modes xx, yy, xy: 1.5032, 0.1945, 0.5899 eV
Hop by solute, relaxed energies, same modes: 1.5032, 0.1945, 0.5899 eV
(mode xy has strain_xy = strain_yx, so it counts both entries)
Strain step of the relaxed-energy differences = 1e-04
Hop, equibiaxial derivative = 1.8528 eV = 18.53 meV per 1% strain
Same from unrelaxed starting positions = 0.1337 eV
Solute size misfit = 0.08; barrier by solute = 0.3741 eV
Saddle offset by solute = 0.005522 nm; at +1% biaxial = 0.005277 nm (unstrained frame)
Barrier curvature, frozen positions = -33.56 eV
Barrier curvature, with relaxation = 17.87 eV; second difference = 17.87 eV
Strain -1%: relaxed barrier 0.41503, linear 0.41427, quadratic 0.41517 eV
Strain -1%: Boltzmann factor ratio at 300 K = 1.988
Strain +1%: relaxed barrier 0.45241, linear 0.45133, quadratic 0.45222 eV
Strain +1%: Boltzmann factor ratio at 300 K = 0.468
kT at 300 K = 0.02585 eV
Attempt frequency (mass 108 u) = 3.74 THz
d ln(attempt frequency)/d(biaxial strain) = 3.33
Thermal term -kT d ln(frequency)/d(strain) = -0.0862 eV
Tunnelling crossover temperature = 9.0 K
Exchange barrier = 0.7612 eV, equibiaxial derivative = -8.6763 eV
Linear estimate of strain where exchange equals hop = 3.12 %
Larger cell 6 x 6 x 6: barrier = 0.4336 eV, derivative = 1.900 eV
```
